\section*{Thermal tunnelling by steepest descent: the instanton period and the rate prefactor}

A particle of mass $m$ that tunnels at temperature $T$ through a one-dimensional barrier $V(x)$ does so, within a window of low temperatures and for barrier shapes specified below, mainly in a band of energies around one value $E_*$. Let $\beta=1/kT$, and let $W(E)$ be the action of the closed orbit that the particle would follow at energy $E$ if the barrier were turned upside down. Under the conditions given below,
\begin{equation}
I\equiv\int_0^{V_0}e^{-W(E)/\hbar-\beta E}\,dE\simeq
\sqrt{\frac{2\pi\hbar}{-\tau'(E_*)}}\;e^{-S/\hbar},\qquad
\tau(E_*)=\beta\hbar=\frac{\hbar}{kT},
\label{main}
\end{equation}
where $V_0$ is the barrier height, $\tau(E)$ is the period of the orbit, and $S=W(E_*)+\beta\hbar E_*$. The dominant orbit, called the instanton, has the period $\hbar/kT$. The rate constant $k_r$ follows from
\begin{equation}
k_rQ_r=\frac{I}{2\pi\hbar}\simeq\sqrt{\frac{-dE/d\tau}{2\pi\hbar}}\;e^{-S/\hbar},
\label{rate}
\end{equation}
with the derivative taken at $E_*$ and with $Q_r$ the reactant partition function per unit length.

The barrier is smooth, has a single maximum $V_0$ at $x=0$, and falls to zero on both sides, so that each energy $0<E<V_0$ has two turning points $x_1<x_2$. Reactants arrive from the left. Their phase-space density is $e^{-\beta p^2/2m}/(2\pi\hbar)$ when normalized to $Q_r$, they move with velocity $p/m$, and a fraction $P$ of them is transmitted. Since $(p/m)\,dp=dE$,
\begin{equation}
k_rQ_r=\int_0^\infty\frac{dp}{2\pi\hbar}\,\frac pm\,P\,e^{-\beta p^2/2m}
=\frac1{2\pi\hbar}\int_0^\infty P(E)\,e^{-\beta E}\,dE .
\label{flux}
\end{equation}
The starting assumption is the deep-tunnelling form of $P$. Under the barrier the wave amplitude decays as $\exp(-\int\sqrt{2m(V-E)}\,dx/\hbar)$, and squaring it doubles the exponent:
\begin{equation}
P(E)\simeq e^{-W(E)/\hbar},\qquad W(E)=2\int_{x_1}^{x_2}\sqrt{2m\,(V(x)-E)}\;dx .
\label{W}
\end{equation}
This omits a factor that tends to one as $\hbar\to0$, and it is poor near the top, where $P$ is no longer small. Energies above $V_0$ are dropped. Because $P\le1$, they contribute at most $e^{-\beta V_0}/\beta$ to the integral.

The integrand is a product of a rising factor, $e^{-W/\hbar}$, and a falling one, $e^{-\beta E}$. To find where they balance we need $W'(E)$, and this is where the orbit enters. In the potential $-V$ Newton's equation is $m\ddot x=+V'(x)$, and the conserved energy $\tfrac12m\dot x^2-V$ equals $-E$ if the particle is at rest at the turning points. Hence $m|\dot x|=\sqrt{2m(V-E)}$. The quantity $W$ is therefore $\oint p\,dx$ over one full oscillation, and the time this takes is
\begin{equation}
\tau(E)=2\int_{x_1}^{x_2}\frac{dx}{|\dot x|}=2\int_{x_1}^{x_2}\frac{m\,dx}{\sqrt{2m(V(x)-E)}} .
\label{tau}
\end{equation}
Differentiating \eqref{W} under the integral sign suggests $W'=-\tau$, but the limits depend on $E$ and the new integrand diverges at them. A safe route starts from the fact that $-\sqrt{2m(V-E')}$ has the derivative $m/\sqrt{2m(V-E')}$ with respect to $E'$, so that
\[
\sqrt{2m(V-E)}=\int_E^{V}\frac{m\,dE'}{\sqrt{2m(V-E')}} .
\]
Insert this in \eqref{W}. The double integral covers the region $E<E'<V(x)$, and its integrand is positive, so the order of integration may be exchanged. At fixed $E'$ the variable $x$ runs between the turning points of $E'$, and by \eqref{tau} the inner integral is $\tau(E')$:
\begin{equation}
W(E)=\int_E^{V_0}\tau(E')\,dE',\qquad\text{hence}\qquad W'(E)=-\tau(E).
\label{Wprime}
\end{equation}

Write the exponent of the integrand as $-F(E)/\hbar$ with $F(E)=W(E)+\beta\hbar E$. Then
\begin{equation}
F'(E)=\beta\hbar-\tau(E),\qquad F''(E)=-\tau'(E).
\label{F}
\end{equation}
The condition $F'(E_*)=0$ is the period condition in \eqref{main}. The stationary point is a maximum of the integrand if $F''(E_*)>0$, that is, if the period decreases with energy there. Near it $F\simeq S+\tfrac12F''(E_*)(E-E_*)^2$, and the integrand is a Gaussian of width $\sigma=\sqrt{\hbar/F''(E_*)}$. If $E_*$ is also the lowest point of $F$ on the whole interval, as it is when $\tau$ falls monotonically with energy and $F$ is therefore convex, and if both ends of the interval are far away on this scale, the limits may be moved to infinity, and
\[
I\simeq e^{-S/\hbar}\int_{-\infty}^{\infty}e^{-(E-E_*)^2/2\sigma^2}\,dE
=\sqrt{2\pi}\,\sigma\,e^{-S/\hbar}=\sqrt{\frac{2\pi\hbar}{-\tau'(E_*)}}\,e^{-S/\hbar}.
\]
Division by $2\pi\hbar$, with $1/\tau'(E)=dE/d\tau$, gives \eqref{rate}.

The exponent has a direct mechanical meaning. On the orbit $V=E_*+\tfrac12m\dot x^2$, so
\[
\oint\left(\tfrac12m\dot x^2+V\right)dt=\oint m\dot x^2\,dt+E_*\oint dt=W(E_*)+E_*\,\beta\hbar=S ,
\]
which is the Euclidean action of the periodic orbit. Regard $S$ as a function of the period $\tau=\beta\hbar$. Then
\begin{equation}
\frac{dS}{d\tau}=\left[W'(E_*)+\tau\right]\frac{dE_*}{d\tau}+E_*=E_*,\qquad
\frac{d^2S}{d\tau^2}=\frac{dE_*}{d\tau},
\label{Legendre}
\end{equation}
because the bracket vanishes. The prefactor in \eqref{rate} is thus $\sqrt{-S''(\tau)/2\pi\hbar}$, which in this one-dimensional problem requires only the action of neighbouring orbits; with more degrees of freedom, motion transverse to the orbit contributes a further factor. The first relation also shows that the exponential part of the rate has the apparent activation energy $-d(-S/\hbar)/d\beta=E_*$, which lies below the barrier height.

The condition on the period sets a limit on the temperature. Near its bottom the inverted barrier is a harmonic well of frequency $\omega_b=\sqrt{-V''(0)/m}$, so $\tau\to2\pi/\omega_b$ as $E\to V_0$. If $\tau$ falls monotonically with energy, this is the shortest period available, and an orbit of period $\hbar/kT$ exists only for
\begin{equation}
T<T_c=\frac{\hbar\omega_b}{2\pi k}.
\label{Tc}
\end{equation}
Above $T_c$ one has $F'<0$ at all energies below the top. The integrand of $I$ then grows up to $V_0$, there is no stationary point, and \eqref{main} does not apply. Tunnelling does not stop there. For the sech$^2$ barrier treated below, with its exact $P(E)$, 92\% of the thermal flux at 225 K, just above $T_c$, still passes below the top and 39\% below $0.8V_0$; at 400 K these shares are 56\% and 4\%. For a purely parabolic barrier $\tau=2\pi/\omega_b$ at every energy, $F$ is linear in $E$, and there is no isolated stationary point at any temperature.

The sign of $\tau'$ is a separate condition. For $V=V_0e^{-(ax)^4}$ the top is flat, with $V_0-V\simeq V_0a^4x^4$. With turning points $\pm x_t$, equation \eqref{tau} gives $\tau\propto\int dx/\sqrt{x_t^4-x^4}\propto1/x_t$, which diverges as $E\to V_0$. With the parameters used below, the period is 1613 atomic units at $E=0.5V_0$ and 2132 at $0.9V_0$. At the temperature for which $\hbar/kT$ equals the latter value, the orbit at $0.9V_0$ has the required period, yet it marks a local minimum of the integrand. The period condition alone does not make an orbit dominant. For such a barrier even $\tau'<0$ is not enough, because the orbit competes with the top, where $W=0$ and $F=\beta\hbar V_0$. At $\hbar/kT=1750$ atomic units (180 K) the orbit at $0.20V_0$ has $\tau'<0$, but its action $36.5\,\hbar$ exceeds $\beta\hbar V_0=35.0\,\hbar$. The ratio of $I$ to the right-hand side of \eqref{main} is then 1.4, and it grows to 7.7 when $\hbar$ is reduced to a quarter at fixed $\beta\hbar$. The orbit's action drops below $\beta\hbar V_0$ only for periods above 1843, that is, below about 171 K.

The accuracy of the Gaussian step can be found by keeping more terms. Let $F_n$ be the $n$th derivative of $F$ at $E_*$, and set $E-E_*=\sqrt{\hbar/F_2}\;y$. Then
\[
\frac{F-S}{\hbar}=\frac{y^2}2+\frac{\sqrt\hbar\,F_3}{6F_2^{3/2}}\,y^3+\frac{\hbar F_4}{24F_2^2}\,y^4+\dots
\]
Expand the exponential of the cubic and quartic terms. The cubic term averages to zero, but half its square survives. With the Gaussian averages $\langle y^4\rangle=3$ and $\langle y^6\rangle=15$,
\begin{equation}
\frac{I}{I_{\rm sd}}=1+c\hbar+O(\hbar^2),\qquad
c=\frac{15}{2}\,\frac{F_3^2}{36F_2^3}-\frac{3F_4}{24F_2^2}
=\frac{5F_3^2}{24F_2^3}-\frac{F_4}{8F_2^2},
\label{c}
\end{equation}
where $I_{\rm sd}$ is the right-hand side of \eqref{main}. The expansion is in $\hbar$ at fixed $\beta\hbar$, so that the orbit stays the same while the action grows in units of $\hbar$. When $E_*$ is the lowest point of $F$ on the interval, endpoint errors are exponentially small in this limit.

The barrier $V=V_0\,{\rm sech}^2(ax)$ can be worked out in closed form. In \eqref{tau} multiply numerator and denominator by $\cosh(ax)$ and set $s=\sinh(ax)$, $ds=a\cosh(ax)\,dx$:
\begin{equation}
\tau=\sqrt{2m}\int\frac{\cosh(ax)\,dx}{\sqrt{V_0-E\cosh^2(ax)}}
=\frac{\sqrt{2m}}a\int\frac{ds}{\sqrt{V_0-E-Es^2}}=\frac{\pi\sqrt{2m}}{a\sqrt E},
\label{tausech}
\end{equation}
since the last integral, taken between the zeros of the root, is $\pi/\sqrt E$. Equation \eqref{Wprime} then gives $W=2\pi\sqrt{2m}\,(\sqrt{V_0}-\sqrt E)/a$. Setting $\tau=\beta\hbar$ yields
\begin{equation}
E_*=\frac{2m\pi^2}{(a\beta\hbar)^2}=V_0\left(\frac T{T_c}\right)^2,\qquad
S=\frac{2\pi\sqrt{2mV_0}}a-\frac{2m\pi^2}{a^2\beta\hbar}.
\label{Ssech}
\end{equation}
The second form of $E_*$ uses $\omega_b^2=2V_0a^2/m$. In $S$, the term $-2\pi\sqrt{2mE_*}/a$ equals $-2\beta\hbar E_*$, and half of it is cancelled by $+\beta\hbar E_*$. From \eqref{tausech}, $-\tau'=\tau/2E$, so
\begin{equation}
I_{\rm sd}=\sqrt{\frac{2\pi\hbar\cdot2E_*}{\beta\hbar}}\,e^{-S/\hbar}=2\sqrt{\frac{\pi E_*}\beta}\;e^{-S/\hbar}.
\label{Isech}
\end{equation}

Take the round values $m=2000$, $V_0=0.02$ and $a=1$ in atomic units, with $T=120$ K. Then $T_c=224.8$ K and $\hbar/kT=2631.5$ atomic units, or 63.65 fs. The orbit energy is $E_*=0.2851\,V_0=5.701\times10^{-3}$ hartree. As a test of the period condition, the integrand was maximized numerically without using $\tau$, and Newton's equation was then integrated on $-V$ at the energy found. The measured period is 2631.459, equal to $\hbar/kT$ to the digits printed.

The action is $S/\hbar=W(E_*)/\hbar+\beta E_*=26.194+15.002=41.196$. With $-\tau'=2.308\times10^5$ the prefactor is $\sqrt{2\pi/(2.308\times10^5)}=5.218\times10^{-3}$ hartree, so $I_{\rm sd}=5.218\times10^{-3}\,e^{-41.196}=6.703\times10^{-21}$. Division by $2\pi$ gives $k_rQ_r=1.067\times10^{-21}$ atomic units, or $4.41\times10^{-5}$ s$^{-1}$. A classical particle, with $P=0$ below the top and $P=1$ above it, would have $k_rQ_r=e^{-\beta V_0}/(2\pi\hbar\beta)=8.415\times10^{-28}$. The instanton value is larger than this by a factor of $1.27\times10^6$. The energies above $V_0$ dropped from $I$ therefore amount to less than one part in a million of it.

Direct quadrature of $I$ differs from $I_{\rm sd}$ by a relative $-1.7\times10^{-6}$, although $E_*$ lies only $2.74\,\sigma$ above the lower limit. The substitution $E=u^2$, $u_*=\sqrt{E_*}$ explains this. Since $W/\hbar=W(0)/\hbar-2\beta u_*u$, completing the square gives
\begin{equation}
I=e^{-S/\hbar}\int_0^{\sqrt{V_0}}2u\,e^{-\beta(u-u_*)^2}\,du .
\label{u}
\end{equation}
Over the whole line this integral is $2u_*\sqrt{\pi/\beta}$, which is \eqref{Isech} without any correction. The two terms of $c$ must then cancel, and they do: each has the magnitude $15/(16\beta\hbar E_*)=0.0625$ in atomic units. What remains is endpoint error. With $q=\sqrt{\beta E_*}$ and $r=\sqrt{\beta V_0}-q$, the part of \eqref{u} beyond the upper limit is, relative to $I_{\rm sd}$,
\begin{equation}
\tfrac12\,{\rm erfc}(r)+\frac{e^{-r^2}}{2\sqrt\pi\,q}.
\label{loss}
\end{equation}
Here $q=3.8733$ and $r=7.2546-3.8733=3.3813$, and the two terms, $0.87\times10^{-6}$ and $0.79\times10^{-6}$, account for the deviation. The part below the lower limit, found in the same way, is $\tfrac12\,{\rm erfc}(q)-e^{-q^2}/(2\sqrt\pi\,q)\simeq-e^{-q^2}/(4\sqrt\pi\,q^3)$, less than $10^{-9}$ in magnitude. Distances in $\sqrt E$, not in $E$, decide the endpoint error for this barrier.

A Gaussian barrier $V_0e^{-(ax)^2}$ has the same height, curvature and $T_c$, but a nonzero $c$. Formula \eqref{c} gives $c=-0.00468$, and the value extracted from quadratures with reduced $\hbar$ agrees with it. At $\hbar=1$ the full deviation is $-0.0051$; the difference is due to higher orders and endpoints. The action is $38.97\,\hbar$, smaller than before by 2.22, because this barrier is thinner below the top. That alone multiplies the rate by about 9, so height and curvature at the top do not fix a deep-tunnelling rate.

The assumption $P\simeq e^{-W/\hbar}$ has its own error. For the sech$^2$ barrier the known transmission formula, which the numerical solution of the Schr\"odinger equation reproduces, is
\[
P=\frac{\sinh^2\pi\kappa}{\sinh^2\pi\kappa+\cosh^2\!\left(\frac\pi2\sqrt{X^2-1}\right)},\qquad
\kappa=\frac{\sqrt{2mE}}{a\hbar},\quad X=\frac{\sqrt{8mV_0}}{a\hbar}.
\]
When $P\ll1$ and $e^{2\pi\kappa}\gg1$, this becomes $\exp(2\pi\kappa-\pi\sqrt{X^2-1})$, whereas $-W/\hbar=2\pi\kappa-\pi X$. Hence
\begin{equation}
\ln P+\frac W\hbar\simeq\pi\left(X-\sqrt{X^2-1}\right)\simeq\frac{\pi}{2X}=\frac{\pi a\hbar}{2\sqrt{8mV_0}}=0.0878 ,
\label{Perr}
\end{equation}
independent of energy. Let $I_{\rm q}$ be the thermal integral of the numerical $P(E)$, with energies above the top included. At 120 K, $\ln(I_{\rm q}/I_{\rm sd})=0.0879$, and it halves when $\hbar$ is halved at fixed $\beta\hbar$. The instanton rate is thus about 8\% below the quantum rate of this model, and nearly all of that comes from \eqref{W}, not from steepest descent. The balance changes towards $T_c$:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $E_*/V_0$ & $I/I_{\rm sd}$ & $I_{\rm q}/I_{\rm sd}$\\
100 & 0.198 & 1.000 & 1.092\\
150 & 0.445 & 0.998 & 1.089\\
180 & 0.641 & 0.938 & 1.014\\
200 & 0.792 & 0.771 & 0.830
\end{tabular}
\end{center}
As $E_*$ approaches the top, $r$ shrinks and the loss \eqref{loss} grows; at 200 K it is 23\%. The good agreement with the quantum result at 180 K is a cancellation. The endpoint loss puts $I$ at $0.938\,I_{\rm sd}$, the exact $P$ below the top raises this to $1.004\,I_{\rm sd}$, and energies above the top add $0.010\,I_{\rm sd}$.

At the other end, as $T\to0$, equation \eqref{Ssech} gives $E_*\propto T^2$, so that $\beta E_*\propto T$ and the stationary point runs into the lower limit. For this barrier $2\pi\kappa=2\beta E_*$ at $E_*$, so the condition $e^{2\pi\kappa}\gg1$ fails at the same stage. Scaling from $\beta E_*=15.0$ at 120 K, $\beta E_*$ falls to one near 8 K. The breakdown at this end is gradual. With $q=1$ the lower-limit term found above gives only $I/I_{\rm sd}=1.025$, and the thermal integral of the closed-form $P(E)$ gives $I_{\rm q}/I_{\rm sd}=1.085$, $1.00$, $0.92$ and $0.75$ at 30, 12, 8 and 4 K. The constant offset \eqref{Perr} thus describes the error only well above 8 K and well below $T_c$. Below about 8 K, as close to $T_c$, the instanton formula increasingly overestimates the rate of this model.

\section*{Table of computed values}
\begin{verbatim}
mass m = 2000 m_e; height V0 = 0.02 Eh; a = 1.0 1/bohr
temperature = 120 K; kT = 3.800174e-04 Eh
barrier frequency omega_b = 4.472136e-03 a.u.
crossover temperature Tc = 224.76 K
hbar/kT = 2631.459 a.u. = 63.652 fs
measured orbit period, sech^2 = 2631.459 a.u.
measured orbit period, Gaussian = 2631.458 a.u.
orbit energy E* = 5.701205e-03 Eh; E*/V0 = 0.28506
turning point = 1.24030 bohr
W(E*) = 26.19355 hbar
beta E* = 15.00249; beta V0 = 52.62917
action S = 41.19603 hbar
-dtau/dE = 2.30781e+05 a.u.
energy width sigma = 2.08161e-03 Eh
E*/sigma = 2.739; (V0-E*)/sigma = 6.869
Gaussian prefactor of I = 5.21783e-03 Eh
steepest-descent I = 6.70317e-21 Eh
k Q_r = 1.06684e-21 a.u. = 4.41047e-05 (1/s times unit of Q_r)
classical k Q_r = 8.41521e-28 a.u.
instanton/classical ratio = 1.26775e+06
quadrature/descent - 1, sech^2 = -1.657e-06
correction terms, sech^2 = 0.062490, -0.062490
Gaussian barrier: E* = 3.676801e-03 Eh; S = 38.97161 hbar
Gaussian barrier: correction terms = 0.109563, -0.114243
Gaussian barrier: c formula = -0.004681; measured = -0.004680
Gaussian barrier: quadrature/descent - 1 at hbar=1 = -5.139e-03
log(quantum/descent): hbar=1 0.08787; hbar=1/2 0.04391
predicted log at hbar=1 = 0.08781
quartic top: period at 0.5 V0 = 1613.49 a.u.
quartic top: period at 0.9 V0 = 2131.58 a.u.
sech^2: T (K), E*/V0, quadrature/descent, quantum/descent
  100  0.1980  1.00000  1.09186
  120  0.2851  1.00000  1.09185
  150  0.4454  0.99825  1.08888
  180  0.6414  0.93756  1.01429
  200  0.7918  0.77085  0.82976
\end{verbatim}
